# Parseval's Theorem and the Overlap Factor in Subband Acoustic-Phonon Scattering, part 2

Electrons confined along $z$ are scattered by longitudinal acoustic phonons, and we want their scattering rates and mobility. The envelopes $\psi_m(z)$ have subband energies $E_m$. The total energy is $E=E_m+\hbar^2k^2/2m_t$, with in-plane wavevector $\mathbf k$ and in-plane mass $m_t$. The crystal has area $A$, length $L$ along $z$, volume $\Omega=AL$, mass density $\rho$, sound speed $v$ and displacement $\mathbf u$. The deformation potential $D$ shifts the band edge by $D\,\nabla\cdot\mathbf u$.

A phonon $(\mathbf Q,q_z)$ has magnitude $q=\sqrt{Q^2+q_z^2}$, frequency $\omega=vq$ and occupation $N_q=1/(e^x-1)$, where $x=\hbar vq/k_BT$. For a phonon of fixed energy $\hbar\omega_0$ the occupation is written $N_0$. The form factor is $I_{mn}(q_z)=\int\psi_m^*\psi_n\,e^{iq_zz}dz$.

For $\hbar\omega$ small against $k_BT$ (equipartition),

$$2N_q+1=\frac{e^x+1}{e^x-1}=\coth\frac x2\simeq\frac2x=\frac{2k_BT}{\hbar vq}. \tag{9}$$

The squared matrix elements for emission ($+$) and absorption ($-$) then add to

$$|M_+|^2+|M_-|^2=\frac{D^2\hbar q}{2\rho v\Omega}\,\frac{2k_BT}{\hbar vq}\,|I_{mn}|^2=\frac{C}{\Omega}\,|I_{mn}(q_z)|^2,\qquad C=\frac{D^2k_BT}{\rho v^2}. \tag{10}$$

The sum over $q_z$ gives the density overlap $F_{mn}$:

$$\sum_{q_z}|I_{mn}(q_z)|^2=L\,F_{mn},\qquad F_{mn}=\int|\psi_m(z)|^2\,|\psi_n(z)|^2\,dz. \tag{13}$$

For a thick crystal this becomes

$$\frac{1}{2\pi}\int_{-\infty}^{\infty}|I_{mn}(q_z)|^2dq_z=F_{mn}. \tag{14}$$

With the phonon energy dropped from energy conservation, and one spin direction and one valley counted, the golden rule gives

$$\frac1{\tau_{mn}}=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\sum_{q_z}\frac{C}{AL}|I_{mn}(q_z)|^2\,\delta\!\left(E_n+\frac{\hbar^2k'^2}{2m_t}-E\right). \tag{17}$$

$$\sum_{\mathbf k'}\delta(\cdots)=\frac{A}{(2\pi)^2}\int_0^\infty2\pi k'\,\delta(\cdots)\,dk'=\frac{Am_t}{2\pi\hbar^2}\,\theta(E-E_n). \tag{18}$$

$$\frac1{\tau_{mn}}=\frac{m_tC}{\hbar^3}F_{mn}\,\theta(E-E_n)=\frac{m_tD^2k_BT}{\hbar^3\rho v^2}\,F_{mn}\,\theta(E-E_n). \tag{19}$$

Here $\theta$ is the unit step. A weak field along $x$ changes the occupation by $g_m(\mathbf k)$. The transition probability per unit time, $w_{mn}$, does not depend on the scattering angle, so

$$\left(\frac{\partial g_m}{\partial t}\right)_{\rm coll}=\sum_{n,\mathbf k'}w_{mn}\left[g_n(\mathbf k')-g_m(\mathbf k)\right]=-g_m(\mathbf k)\sum_n\frac1{\tau_{mn}}. \tag{21}$$

$$\frac1{\tau_m(E)}=\sum_n\frac1{\tau_{mn}}=\frac{m_tC}{\hbar^3}\sum_{n:\,E_n<E}F_{mn}. \tag{22}$$

For hard walls at $z=0$ and $z=W$, and mass $m_l$ along $z$, $\psi_m=\sqrt{2/W}\,\sin(m\pi z/W)$, $E_n=\hbar^2\pi^2n^2/(2m_lW^2)$ and

$$F_{mn}=\frac1{W^2}\int_0^W\left(1-\cos\frac{2m\pi z}W\right)\left(1-\cos\frac{2n\pi z}W\right)dz=\frac1W\left(1+\frac{\delta_{mn}}2\right). \tag{23}$$

Numerical rates are evaluated in SI units; $m_e$ is the free-electron mass. The box check in the computed values compares the two sides of (13) for $m=1$, $n=2$, $W=5.0$ nm and $L=7.0$ nm.

### The first correction to equipartition

Keep the next term in (9). Since $\coth(x/2)\simeq(2/x)(1+x^2/12)$, the constant weight in the $q_z$ sum acquires the factor $1+x^2/12$, with $x^2=(\hbar v/k_BT)^2(Q^2+q_z^2)$. The mean of $q_z^2$ is now needed. Integrating by parts, with $f=\psi_m^*\psi_n$ zero at both ends,

$$\int f'(z)\,e^{iq_zz}dz=-iq_zI_{mn}(q_z). \tag{25}$$

Parseval's theorem applied to $f'$ gives $\int q_z^2|I_{mn}|^2dq_z/2\pi=\int|f'|^2dz$. For the lowest hard-wall subband, $f'=(2\pi/W^2)\sin(2\pi z/W)$, so $\int f'^2dz=2\pi^2/W^3$. Dividing by $F_{11}=3/(2W)$ gives $4\pi^2/(3W^2)$. With elastic kinematics retained, the relative change of the summed coupling is

$$\Delta=\frac1{12}\left(\frac{\hbar v}{k_BT}\right)^2\left(Q^2+\frac{4\pi^2}{3W^2}\right). \tag{26}$$

The second term comes from confinement: a narrow well calls on phonons of large $q_z$, even when the momentum transfer in the plane is small.

### The acoustic-limited mobility

Let a force $e\mathcal E$ act along $x$ on nondegenerate electrons with $f_0\propto e^{-E/k_BT}$. In the steady state the drift term $e\mathcal E v_x\,\partial f_0/\partial E$ balances the collision term $-g_m/\tau_m$. This gives

$$g_m=\frac{e\mathcal E\,v_x\tau_m}{k_BT}\,f_0. \tag{27}$$

The mean velocity is the sum of $v_xg_m$ over states divided by the sum of $f_0$. The angular mean of $v_x^2$ is half of $v^2_{\rm electron}$, which is $(E-E_m)/m_t$. The density of states is the same constant in every subband and cancels. The denominator integrates to $k_BT\sum_me^{-E_m/k_BT}$, so

$$\mu=\frac e{m_t}\,\frac{\sum_m\int_{E_m}^\infty(E-E_m)\,\tau_m(E)\,e^{-E/k_BT}dE}{(k_BT)^2\sum_me^{-E_m/k_BT}}. \tag{28}$$

With one subband $\tau_1$ is constant, the integral is $\tau_1(k_BT)^2e^{-E_1/k_BT}$, and $\mu=e\tau_1/m_t$.

### A channel of 5 nm at 300 K

The following parameters are round, rough values in the regime of a thin (001) silicon channel. The well has hard walls, no gate field and $W=5.0$ nm. The electrons are in the two valleys with the heavy mass along $z$: $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$. Further, $D=10$ eV, $\rho=2330$ kg/m³, $v=9000$ m/s and $k_BT=25.85$ meV.

From (23), $F_{11}=1.5/(5.0\text{ nm})=0.300$ nm⁻¹ and $F_{12}=0.200$ nm⁻¹. Integrating the squared form factors over $q_z$ gives the same values to the four decimals printed. The effective width is $1/F_{11}=3.33$ nm. In SI units (19) gives

$$\frac1{\tau_{11}}=\frac{(1.731\times10^{-31})(1.602\times10^{-18})^2(4.142\times10^{-21})(3.00\times10^8)}{(1.0546\times10^{-34})^3(2330)(9000)^2}\ {\rm s}^{-1}, \tag{29}$$

or 2.49 ps⁻¹, a time of 0.401 ps. The mobility with one subband is $e\tau_{11}/m_t\approx3710$ cm²/Vs.

The first two levels are $E_1=16.3$ meV and $E_2=65.4$ meV. Above $E_2$ the channel $1\to2$ adds $2.49\times0.200/0.300=1.66$ ps⁻¹, and the total becomes 4.16 ps⁻¹. To see the effect on the mobility, keep two subbands and set $y=(E_2-E_1)/k_BT=49.0/25.85=1.896$, so that $e^{-y}=0.150$. For subband 1, the part of the integral in (28) above $E_2$ carries the weight $(1+y)e^{-y}=0.435$. There the relaxation time is $0.300/0.500=0.6$ of $\tau_{11}$. Subband 2 has the same time, since $F_{21}+F_{22}=0.500$ nm⁻¹, and the weight $e^{-y}$. Therefore

$$\frac{\mu}{e\tau_{11}/m_t}\approx\frac{(1-0.435)+0.6(0.435)+0.6(0.150)}{1+0.150}\approx0.80. \tag{30}$$

This gives about 2960 cm²/Vs. Including the higher subbands gives 2910 cm²/Vs. The lowest subband then holds 86.5 % of the electrons in this ladder. The second subband reduces the mobility mostly as a final state for electrons of subband 1.

### How good are equipartition and elasticity?

A phonon with $q_z=2\pi/W$ has the energy 7.44 meV, well below $k_BT$ at 300 K. It follows that $\hbar v/k_BT=7.44/(25.85\times1.257)$ nm $=0.229$ nm. An electron with kinetic energy $k_BT$ has $k=0.359$ nm⁻¹. The mean of $Q^2=2k^2(1-\cos\phi)$ over the scattering angle $\phi$ is $2k^2=0.258$ nm⁻². Equation (26) gives

$$\Delta=\frac{(0.229)^2}{12}(0.258+0.526)\approx0.0034. \tag{31}$$

The full hyperbolic cotangent also gives 0.34 %. A golden-rule integration with Bose occupations, and with the phonon energies kept in energy conservation, includes the energy exchange as well. For $1\to1$ at kinetic energy $k_BT$, the ratio of the computed rate to (19) is 1.000 and that of the momentum relaxation rate is 0.997. For $1\to2$, with the electron $k_BT$ above the edge of subband 2, the ratios are 1.007 and 1.004. At 300 K both approximations are therefore good to about 1 % at these energies.

At 77 K, again for $1\to1$ at kinetic energy $k_BT$, now 6.6 meV, the two ratios both fall to about 0.9. Equation (26) would predict an increase, so the elastic approximation must be at fault. An electron of 6.6 meV cannot emit the phonon of 7.44 meV, although (19) counts that emission. This missing emission is the likely cause of the reduction, but its share has not been separated.

### When the coupling depends on direction

The replacement of $|I_{mn}|^2$ by $F_{mn}$ needs a coupling independent of $q_z$. In silicon the deformation energy of a valley on the $z$ axis is $\Xi_d\nabla\cdot\mathbf u+\Xi_u\,\partial u_z/\partial z$. Let $\vartheta$ be the angle between the phonon wavevector and $z$. Longitudinal phonons then couple with $\Xi_d+\Xi_u\cos^2\vartheta$. Transverse phonons polarized in the plane of $z$ and $\mathbf q$ couple with $\Xi_u\sin\vartheta\cos\vartheta$, up to a sign. With transverse speed $v_t$, equation (10) shows that $D^2$ must be replaced, inside the $q_z$ integral, by

$$(\Xi_d+\Xi_u\cos^2\vartheta)^2+\frac{v^2}{v_t^2}\,\Xi_u^2\sin^2\vartheta\cos^2\vartheta,\qquad\cos^2\vartheta=\frac{q_z^2}{Q^2+q_z^2}. \tag{32}$$

The average of (32) with weight $|I_{11}|^2$ is the square of an effective $D$ that depends on $Q$. For the rough values $\Xi_d=1.1$ eV, $\Xi_u=10.5$ eV and $v_t=5400$ m/s it falls from 11.6 eV near $Q=0$ to 9.7 eV at $Q=0.508$ nm⁻¹ and 8.9 eV at $0.718$ nm⁻¹. The last value of $Q$ is backscattering at kinetic energy $k_BT$. The squared coupling thus drops by a factor of about 1.7 from forward to backward scattering. A constant $D=10$ eV lies within this range. The mobility, however, gives more weight to fast electrons and large scattering angles, where the coupling is weaker, so with these potentials the constant value underestimates the one-subband acoustic mobility, which becomes about 5100 cm²/Vs instead of 3710. The trend depends on $\Xi_d$, which is poorly known. With $\Xi_d=-11.7$ eV and $\Xi_u=9.0$ eV, also used for silicon, the effective $D$ rises from about 3 eV near $Q=0$ to 10.7 eV at $0.718$ nm⁻¹, and the mobility, about 3400 cm²/Vs, lies below the constant-$D$ value. The scattering is also no longer isotropic, and (21) is only approximate.

### Comparison with a real silicon channel

The mobility of 2910 cm²/Vs is a partial one, limited by acoustic scattering within a valley. Measured room-temperature electron mobilities in silicon films of this thickness are much lower, roughly several hundred cm²/Vs. The chosen parameters are only rough, and several assumptions fail in a device.

The other four valleys have $m_t$ along $z$ and a different in-plane mass. With hard walls their lowest level lies at 79.2 meV, and at equilibrium they would hold about 25 % of the electrons. A light mass is far more sensitive to the wall: the finite oxide barrier given below lowers this level to about 58 meV and raises the share to about 40 %. Phonons also transfer electrons between valleys. For transfer to the opposite valley on the same axis (g-type), take a phonon energy $\hbar\omega_0=62$ meV and a constant coupling $D_K=1.1\times10^9$ eV/cm. The squared coupling $D_K^2\hbar/(2\rho\omega_0\Omega)$ is independent of $q_z$, so the overlap factor appears again. The steps from (17) to (19) give $m_tD_K^2F_{11}/(2\hbar^2\rho\omega_0)$, multiplied by $N_0$ for absorption and by $N_0+1$ for emission. Only a fraction $e^{-\hbar\omega_0/k_BT}$ of the electrons in the subband can emit, and $(N_0+1)e^{-\hbar\omega_0/k_BT}=N_0$, so the thermal mean contains $2N_0$. It is 0.66 ps⁻¹, about a quarter of the acoustic rate. This counts only transfer within the lowest subband. Since $\hbar\omega_0$ exceeds $E_2-E_1$, absorption can also take any electron to the second subband, which adds to the rate and is left out here.

Interface roughness shifts $E_1\propto W^{-2}$ by $2E_1/W$ per unit change of width. For a height $\Delta_r=0.3$ nm and a Gaussian correlation length $\Lambda=1.5$ nm, the spectrum of the height at small $Q$ is $\pi\Delta_r^2\Lambda^2$. With (18), two independent faces give at most $2\pi m_t(2E_1\Delta_r\Lambda/W)^2/\hbar^3=0.21$ ps⁻¹ for scattering within the lowest subband. The matrix element from subband 1 to subband 2 is twice as large, so above $E_2$ that channel adds roughly 0.6 ps⁻¹; it is left out here. If the three rates are simply added, the one-subband mobility falls from 3710 to about $3710\times2.49/3.36\approx2750$ cm²/Vs. This simple sum understates the g-type effect, because the fast electrons, which can emit, carry a larger share of the current than their number suggests. Even so, the two added rates do not account for the gap to measured values. Not sized here are the effect of the other four valleys on the mobility, other intervalley phonons, charged defects, and vibrations altered by the silicon–oxide interfaces.

Some further corrections, each given for the quantity and conditions named, are:

- A uniform gate field of 0.10 MV/cm raises $F_{11}$ to 0.313 nm⁻¹, and with it the rate, by 4 %. A field several times stronger squeezes the density against one wall and raises $F_{11}$ much more.
- An oxide barrier of 3.1 eV with mass $0.5\,m_e$, without the field, lowers $F_{11}$ to 0.290 nm⁻¹, by 3 %.
- Nonparabolicity of $\alpha=0.5$ eV⁻¹ multiplies the density of states by $1+2\alpha E$, with $E$ measured from the band edge. At kinetic energy $k_BT$ in the lowest subband the rise is 4.2 %, of which 2.6 % comes from the kinetic energy and the rest from $E_1$. The mobility changes by more than this, because the velocity at a given energy also falls and fast electrons carry more of the current.
- At $10^{12}$ cm⁻², with all electrons in the lowest subband of the two valleys, the occupation at the band edge is 0.22. The nondegenerate average (28) is then approximate.

Most of these values are collected in the numerical output below.

## Computed values

```
well width W = 5.0 nm
temperature = 300 K, kT = 25.85 meV
in-plane mass = 0.19 m_e, mass along z = 0.92 m_e
deformation potential D = 10.0 eV
density = 2330 kg/m^3, sound speed = 9000 m/s
E1 = 16.3 meV, E2 = 65.4 meV
E2 - E1 = 49.0 meV
F11 from qz integral = 0.3000 1/nm
F11 from densities = 0.3000 1/nm
F12 from qz integral = 0.2000 1/nm
F12 from densities = 0.2000 1/nm
effective width 1/F11 = 3.333 nm
box sum / (L F12), L = 7.0 nm: 1.00000
rate 1->1 = 2.494 1/ps, time = 0.401 ps
rate 1->2 (open) = 1.663 1/ps
rate 1->1 plus 1->2 = 4.157 1/ps
one-subband acoustic mobility = 3711 cm^2/Vs
many-subband acoustic mobility = 2913 cm^2/Vs
share of lowest subband in ladder = 86.5 %
-- checks by full golden rule (ratio to formula) --
1->1 at 300 K: rate 1.0000, momentum 0.9972
1->2 at 300 K: rate 1.0072, momentum 1.0044
1->1 at 77 K: rate 0.90, momentum 0.89
phonon energy at qz = 2pi/W: 7.44 meV
thermal wavevector (energy kT) = 0.359 1/nm
equipartition correction, formula = 0.343 %
equipartition correction, full = 0.343 %
-- neglected effects, rough inputs --
Xi_d = 1.1 eV, Xi_u = 10.5 eV, transverse speed = 5400 m/s
effective D, Q near 0 = 11.57 eV
effective D, Q = 0.508 1/nm: 9.73 eV
effective D, Q = 0.718 1/nm: 8.91 eV
lowest level of other four valleys = 79.2 meV
electrons in other four valleys = 25.1 %
sheet density for degeneracy = 1.0e+12 1/cm^2
band-edge occupation, one subband = 0.216
nonparabolicity = 0.5 1/eV, state density +2.6 % at kT
g-type phonon: 62 meV, 1.1e+09 eV/cm
g-type mean rate, subband 1 only = 0.660 1/ps
roughness height, length = 0.3, 1.5 nm
roughness rate, two faces, upper estimate = 0.206 1/ps
gate field = 0.10 MV/cm, F11 = 0.3131 1/nm
oxide barrier = 3.1 eV, barrier mass = 0.5 m_e
finite barrier: E1 = 15.3 meV, F11 = 0.2900 1/nm
```
